# How Long Must a Contact Be to Count as Infinite?: a program that tests the result

```python
"""Transmission-line model of a metal-semiconductor contact.

Result under test: a contact of length L has front resistance
    R(L) = R_inf * coth(u),  u = L/L_T,  L_T = sqrt(rho_c/R_s),
    R_inf = R_s*L_T/W,
so R exceeds R_inf by a fraction d at u = 0.5*ln(1 + 2/d), whereas an
infinite contact collects all but d of its current only at u = ln(1/d).
Symbols: rho_c specific contact resistivity, R_s sheet resistance under the
contact, W contact width, f = exp(-u) uncollected fraction at L in an
infinite contact. Lengths are in cm inside the program.
The formulas are compared with resistor networks built from the definition.
"""
import numpy as np
from scipy import constants, sparse
from scipy.integrate import quad, solve_bvp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse.linalg import spsolve

NM = 1e-7                      # one nanometre in cm
rho_c = 1e-7                   # ohm cm2
R_s = 100.0                    # ohm per square
W = 10e-4                      # cm
thickness = 100 * NM           # cm
R_metal = 0.1                  # ohm per square
current = 1e-4                 # A
temperature = 300.0            # K
L_T = np.sqrt(rho_c / R_s)
R_inf = R_s * L_T / W
INFINITE = 20.0                # in transfer lengths; exp(-40) is negligible


def ladder(u, n=20000):
    """Resistor ladder with unit input current and equipotential metal.
    Returns resistance, cell centres, cell voltages, cell edges and the
    current left in the layer at the edges (positions in units of L_T)."""
    h = u * L_T / n
    g_link = W / (R_s * h)
    g_contact = W * h / rho_c
    bands = np.zeros((3, n))
    bands[0, 1:] = -g_link
    bands[2, :-1] = -g_link
    bands[1] = 2 * g_link + g_contact
    bands[1, 0] -= g_link
    bands[1, -1] -= g_link
    source = np.zeros(n)
    source[0] = 1.0
    v = solve_banded((1, 1), bands, source)
    edges = np.linspace(0, u, n + 1)
    left = 1 - np.concatenate(([0.0], np.cumsum(v * g_contact)))
    resistance = v[0] + 0.5 * R_s * h / W
    return resistance, 0.5 * (edges[1:] + edges[:-1]), v, edges, left


# ---- ladder against the closed formulas
R_inf_num, x_inf, v_inf, edge_inf, left_inf = ladder(INFINITE)
assert abs(R_inf_num / R_inf - 1) < 1e-5
for u in (0.3, 1.0, 2.65, 4.6):
    assert abs(ladder(u)[0] / (R_inf / np.tanh(u)) - 1) < 1e-5
    assert abs(np.interp(u, edge_inf, left_inf) - np.exp(-u)) < 1e-5

table = []
for d in (0.1, 0.01, 0.001):
    u_res_num = brentq(lambda u: ladder(u)[0] / R_inf_num - 1 - d, 0.5, 6)
    u_cur_num = np.interp(-d, -left_inf, edge_inf)
    u_res = 0.5 * np.log(1 + 2 / d)
    u_cur = np.log(1 / d)
    assert abs(u_res_num - u_res) < 2e-3
    assert abs(u_cur_num - u_cur) < 2e-3
    table.append((d, u_res, u_cur, u_res_num, u_cur_num))

# ---- the contact of 2.65 transfer lengths
u0 = 2.65
f = np.exp(-u0)
R_fin, x_fin, v_fin, edge_fin, left_fin = ladder(u0)
profile = np.sinh(u0 - edge_fin) / np.sinh(u0)
assert np.max(np.abs(left_fin - profile)) < 1e-5
f_num = np.interp(u0, edge_inf, left_inf)
excess_num = R_fin / R_inf_num - 1
assert abs(excess_num / (2 * f_num**2 / (1 - f_num**2)) - 1) < 1e-3
# extra resistance = end voltage (finite) times lost current (infinite)
assert abs((R_fin - R_inf_num) / (v_fin[-1] * f_num) - 1) < 1e-3
end_ratio_num = v_fin[-1] / np.interp(u0, x_inf, v_inf)
end_ratio = 2 / (1 - f**2)
assert abs(end_ratio_num / end_ratio - 1) < 1e-3
excess = 1 / np.tanh(u0) - 1
# the rounded lengths fall just short of their round percentages
assert excess_num > 0.01 and 1 - R_inf_num / R_fin < 0.01
assert np.interp(4.6, edge_inf, left_inf) > 0.01


# ---- neglected effect: finite thickness, two-dimensional conduction
def layer_2d(n_contact, hx, t, ny):
    """Contact resistance of a layer of thickness t (access part removed)
    and the current entering the metal in each column of cells."""
    n_access = int(np.ceil(400 * NM / hx))
    nx = n_access + n_contact
    hy = t / ny
    resistivity = R_s * t
    gx = W * hy / (resistivity * hx)
    gy = W * hx / (resistivity * hy)

    def laplacian(n):
        main = np.full(n, 2.0)
        main[[0, -1]] = 1.0
        off = -np.ones(n - 1)
        return sparse.diags([off, main, off], [-1, 0, 1])

    inlet = np.zeros(nx)
    inlet[0] = 2.0
    top = np.zeros((nx, ny))
    g_top = W * hx / (rho_c + 0.5 * resistivity * hy)
    top[n_access:, -1] = g_top
    matrix = (gx * sparse.kron(laplacian(nx) + sparse.diags(inlet),
                               sparse.identity(ny))
              + gy * sparse.kron(sparse.identity(nx), laplacian(ny))
              + sparse.diags(top.ravel()))
    source = np.zeros((nx, ny))
    source[0] = 2 * gx
    phi = spsolve(matrix.tocsc(), source.ravel(),
                  permc_spec="MMD_AT_PLUS_A").reshape(nx, ny)
    total = np.sum(2 * gx * (1 - phi[0]))
    resistance = 1 / total - R_s * n_access * hx / W
    return resistance, g_top * phi[n_access:, -1]


L0 = u0 * L_T
results_2d = []
for n, ny in ((168, 20), (336, 40)):
    R_a, _ = layer_2d(n, L0 / n, thickness, ny)
    R_b, column = layer_2d(4 * n, L0 / n, thickness, ny)
    results_2d.append((R_a, R_b, R_a / R_b - 1))
R_2d, R_inf_2d, excess_2d = results_2d[1]
assert abs(results_2d[0][0] / R_2d - 1) < 2e-3
assert abs(results_2d[0][2] - excess_2d) < 2e-4
# a very thin layer must return the one-dimensional formula
R_thin, _ = layer_2d(168, L0 / 168, 10 * NM, 8)
assert abs(R_thin / (R_inf / np.tanh(u0)) - 1) < 2e-3
# decay constant far from the front against the lowest transverse mode
i1, i2 = 300, 600
k_num = np.log(column[i1] / column[i2]) / ((i2 - i1) * L0 / 336)
kt = brentq(lambda q: q * np.tan(q) - (thickness / L_T)**2, 1e-6, 1.5)
assert abs(k_num * thickness / kt - 1) < 1e-3
decay_2d = thickness / kt


# ---- neglected effect: metal sheet resistance, outlet at the far end
def two_rail_ladder(u, n=4000):
    h = u * L_T / n
    main = np.full(n, 2.0)
    main[[0, -1]] = 1.0
    off = -np.ones(n - 1)
    chain = sparse.diags([off, main, off], [-1, 0, 1])
    contact = sparse.identity(n) * (W * h / rho_c)
    g_metal = W / (R_metal * h)
    outlet = np.zeros(n)
    outlet[-1] = 2 * g_metal
    matrix = sparse.bmat([
        [chain * (W / (R_s * h)) + contact, -contact],
        [-contact, chain * g_metal + contact + sparse.diags(outlet)]])
    source = np.zeros(2 * n)
    source[0] = 1.0
    return spsolve(matrix.tocsc(), source)[0] + 0.5 * R_s * h / W


metal_shift = two_rail_ladder(u0) - ladder(u0, 4000)[0]
metal_loss = R_metal * L_T / W * quad(
    lambda s: (1 - np.sinh(u0 - s) / np.sinh(u0))**2, 0, u0)[0]
assert abs(metal_shift / metal_loss - 1) < 0.02

# ---- neglected effect: saturating interface law, scale kT/q
V_thermal = constants.k * temperature / constants.e
V_front = current * R_inf
w0 = V_front / V_thermal
mesh = np.linspace(0, 12, 600)
guess = np.vstack((w0 * np.exp(-mesh), -w0 * np.exp(-mesh)))
solution = solve_bvp(lambda s, y: np.vstack((y[1], -np.expm1(-y[0]))),
                     lambda a, b: np.array([a[0] - w0, b[0]]),
                     mesh, guess, tol=1e-8, max_nodes=50000)
assert solution.success
nonlinear = w0 / -solution.sol(0.0)[1] - 1
first_integral = w0 / np.sqrt(2 * (w0 + np.expm1(-w0))) - 1
assert abs(nonlinear - first_integral) < 2e-5

# ---- sensitivity: contact resistivity ten percent higher, same length
excess_shifted = 1 / np.tanh(u0 / np.sqrt(1.1)) - 1

print(f"contact resistivity        {rho_c:.1e} ohm cm2")
print(f"sheet resistance           {R_s:.0f} ohm/sq")
print(f"contact width              {W*1e4:.0f} um")
print(f"layer thickness            {thickness/NM:.0f} nm")
print(f"current                    {current*1e3:.1f} mA")
print(f"temperature                {temperature:.0f} K")
print(f"transfer length L_T        {L_T/NM:.1f} nm")
print(f"infinite-contact R_inf     {R_inf:.4f} ohm")
print("tolerance: length for R, length for current (in L_T)")
for d, a, b, a_num, b_num in table:
    print(f" {100*d:5.1f} %  formula {a:.4f} {b:.4f}"
          f"  ladder {a_num:.4f} {b_num:.4f}")
print(f"1 % resistance length      {table[1][1]*L_T/NM:.1f} nm")
print(f"99 % current length        {table[1][2]*L_T/NM:.1f} nm")
print(f"ratio of these lengths     {table[1][1]/table[1][2]:.3f}")
print("contact of 2.65 L_T:")
print(f" length                    {L0/NM:.1f} nm")
print(f" resistance, formula       {R_inf/np.tanh(u0):.4f} ohm")
print(f" resistance, ladder        {R_fin:.4f} ohm")
print(f" excess over R_inf         {100*excess:.4f} %")
print(f" excess as share of R(L)   {100*(1-np.tanh(u0)):.4f} %")
print(f" f, infinite contact       {100*f:.3f} %")
print(f" collected, infinite       {100*(1-f):.3f} %")
print(f" f squared                 {100*f*f:.4f} %")
print(f" end-voltage ratio         {end_ratio:.4f}")
print(f"collected at 4.6 L_T       {100*(1-np.exp(-4.6)):.4f} %")
print("neglected effects at 2.65 L_T:")
print(f" 2D resistance             {R_2d:.4f} ohm")
print(f" 2D infinite resistance    {R_inf_2d:.4f} ohm")
print(f" 2D change of R_inf        {100*(R_inf_2d/R_inf-1):.2f} %")
print(f" 2D excess over infinite   {100*excess_2d:.3f} %")
print(f" 2D decay length           {decay_2d/NM:.1f} nm")
print(f" metal sheet resistance    {R_metal:.1f} ohm/sq")
print(f" metal raises R by         {100*metal_shift/R_fin:.3f} %")
print(f" front voltage             {V_front*1e3:.3f} mV")
print(f" thermal voltage kT/q      {V_thermal*1e3:.2f} mV")
print(f" nonlinearity changes R by {100*nonlinear:.3f} %")
print(f" excess if rho_c +10 %     {100*excess_shifted:.3f} %")
print("all good")
```

Printed output:

```
contact resistivity        1.0e-07 ohm cm2
sheet resistance           100 ohm/sq
contact width              10 um
layer thickness            100 nm
current                    0.1 mA
temperature                300 K
transfer length L_T        316.2 nm
infinite-contact R_inf     3.1623 ohm
tolerance: length for R, length for current (in L_T)
  10.0 %  formula 1.5223 2.3026  ladder 1.5223 2.3026
   1.0 %  formula 2.6517 4.6052  ladder 2.6516 4.6052
   0.1 %  formula 3.8007 6.9078  ladder 3.8006 6.9078
1 % resistance length      838.5 nm
99 % current length        1456.3 nm
ratio of these lengths     0.576
contact of 2.65 L_T:
 length                    838.0 nm
 resistance, formula       3.1940 ohm
 resistance, ladder        3.1940 ohm
 excess over R_inf         1.0033 %
 excess as share of R(L)   0.9934 %
 f, infinite contact       7.065 %
 collected, infinite       92.935 %
 f squared                 0.4992 %
 end-voltage ratio         2.0100
collected at 4.6 L_T       98.9948 %
neglected effects at 2.65 L_T:
 2D resistance             3.2463 ohm
 2D infinite resistance    3.2111 ohm
 2D change of R_inf        1.55 %
 2D excess over infinite   1.093 %
 2D decay length           321.5 nm
 metal sheet resistance    0.1 ohm/sq
 metal raises R by         0.138 %
 front voltage             0.316 mV
 thermal voltage kT/q      25.85 mV
 nonlinearity changes R by 0.204 %
 excess if rho_c +10 %     1.286 %
all good
```
